# Beenakker's formula and the conductance of a diffusive wire on a superconductor: test program

```python
"""
Result under test: for a time-reversal-symmetric normal conductor joined to
an s-wave superconductor, at zero temperature and zero bias,
    G_NS = (4 e^2/h) sum_n T_n^2 / (2 - T_n)^2,
and in a long diffusive wire the average G_NS equals G_N = (2 e^2/h) sum_n T_n.

Symbols: T_n transmission eigenvalues; N modes; s = L/l wire length over mean
free path; T = 1/cosh(x)^2; g = conductance in units of 2e^2/h.
For many modes and any s the claims are
    g_N/N  = 1/(s + 1),
    g_NS/N = 1/(s + 1/(1 + q^2)),  with s q + arctan(q) = pi/4.
Lattice energies are in units of the hopping energy.
"""
import numpy as np
from scipy.constants import e, h as planck
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

rng = np.random.default_rng(2024)
G_UNIT = 2 * e**2 / planck


def andreev_weight(T):
    return (T / (2 - T))**2


# ---------------------------------------------------------------------------
# Lattice strip with a superconducting lead, solved from the BdG equation
# ---------------------------------------------------------------------------
WIDTH, LENGTH, FERMI = 4, 6, 0.2
disorder = rng.uniform(-1.5, 1.5, (LENGTH, WIDTH))


def superconductor_surface(layer, delta):
    """Surface Green function at zero energy, by repeated layer doubling."""
    one = np.eye(WIDTH)
    bulk = np.block([[layer, delta * one], [delta * one, -layer]])
    hop = np.kron(np.diag([-1.0, 1.0]), one)
    surface, a, b = bulk.copy(), hop.copy(), hop.copy()
    for _ in range(40):
        g = np.linalg.inv(-bulk)
        agb, bga = a @ g @ b, b @ g @ a
        surface = surface + agb
        bulk = bulk + agb + bga
        a, b = a @ g @ a, b @ g @ b
    return hop @ np.linalg.inv(-surface) @ hop


def lattice_junction(delta, flux):
    """Direct BdG reflection, normal-state T_n, and multiple-reflection sum."""
    w, n = WIDTH, WIDTH * LENGTH
    one = np.eye(w)
    layer = -np.eye(w, k=1) - np.eye(w, k=-1) - FERMI * one
    ham = np.zeros((n, n), complex)
    hop = -np.diag(np.exp(1j * flux * np.arange(w)))
    for k in range(LENGTH):
        here = slice(k * w, (k + 1) * w)
        ham[here, here] = layer + np.diag(disorder[k])
        if k + 1 < LENGTH:
            there = slice((k + 1) * w, (k + 2) * w)
            ham[there, here] = hop
            ham[here, there] = hop.conj().T
    level, mode = np.linalg.eigh(layer)
    assert np.all(np.abs(level) < 2)          # every lead mode propagates
    root = np.sqrt(4 - level**2)
    sigma = (mode * ((-level - 1j * root) / 2)) @ mode.T
    amp = mode * np.sqrt(root)

    # Normal leads on both sides
    open_ham = ham.copy()
    open_ham[:w, :w] += sigma
    open_ham[-w:, -w:] += sigma
    green = np.linalg.inv(-open_ham)
    t21 = 1j * amp.T @ green[-w:, :w] @ amp
    t12 = 1j * amp.T @ green[:w, -w:] @ amp
    r22 = -one + 1j * amp.T @ green[-w:, -w:] @ amp
    T = np.linalg.eigvalsh(t21.conj().T @ t21)
    path = t12.conj() @ np.linalg.solve(one + r22 @ r22.conj(), t21)

    # Right lead superconducting: electron and hole blocks
    bdg = np.zeros((2 * n, 2 * n), complex)
    bdg[:n, :n], bdg[n:, n:] = ham, -ham.conj()
    bdg[:w, :w] += sigma
    bdg[n:n + w, n:n + w] -= sigma.conj()
    edge = np.r_[n - w:n, 2 * n - w:2 * n]
    bdg[np.ix_(edge, edge)] += superconductor_surface(layer, delta)
    green = np.linalg.inv(-bdg)
    s_he = 1j * amp.T @ green[n:n + w, :w] @ amp
    s_ee = -one + 1j * amp.T @ green[:w, :w] @ amp
    R_he, R_ee = np.sum(abs(s_he)**2), np.sum(abs(s_ee)**2)
    assert abs(R_he + R_ee - w) < 1e-5        # no quasiparticle escapes
    g_direct = w - R_ee + R_he
    return g_direct, T, 2 * np.sum(abs(path)**2)


print("Lattice strip, 4 modes; energies in units of the hopping")
gap_errors = []
for delta in (0.1, 0.01, 0.0001):
    g_direct, T_lat, g_path = lattice_junction(delta, 0.0)
    g_formula = 2 * np.sum(andreev_weight(T_lat))
    gap_errors.append(abs(g_direct - g_formula))
    print(f"gap {delta:.4f}: BdG g_NS = {g_direct:.6f} (2e^2/h),"
          f" error of formula = {gap_errors[-1]:.2e}")
print("normal-state T_n:", " ".join(f"{T:.5f}" for T in T_lat))
print(f"formula g_NS = {g_formula:.6f}, g_N = {T_lat.sum():.6f} (2e^2/h)")
assert gap_errors[-1] < 1e-3
assert gap_errors[-1] < 0.1 * gap_errors[0]
assert abs(g_path - g_direct) < 1e-3

g_field, T_field, g_field_path = lattice_junction(0.0001, 0.5)
g_field_formula = 2 * np.sum(andreev_weight(T_field))
assert abs(g_field_path - g_field) < 1e-3
assert abs(g_field_formula - g_field) > 0.01
print("With magnetic phase 0.5 rad per lattice cell, g in 2e^2/h:")
print(f"BdG {g_field:.5f}, reflection sum {g_field_path:.5f},"
      f" T-only formula {g_field_formula:.5f}")


# ---------------------------------------------------------------------------
# Many-mode wire: closed formulas to be tested
# ---------------------------------------------------------------------------
def wire_per_mode(s):
    q = brentq(lambda y: s * y + np.arctan(y) - np.pi / 4, 0, 1.1)
    return 1 / (s + 1), 1 / (s + 1 / (1 + q * q))


# Integrate the many-mode flow of x, each particle having a mirror image.
def eigenvalue_flow(s, x):
    gap = x[:, None] - x[None, :]
    np.fill_diagonal(gap, 1.0)
    repulsion = 1 / np.tanh(gap)
    np.fill_diagonal(repulsion, 0.0)
    image = 1 / np.tanh(x[:, None] + x[None, :])
    return (repulsion + image).sum(axis=1) / (2 * len(x))


flow_lengths = np.array([0.5, 2.0, 5.0, 10.0])


def flow_conductance(n):
    start = 1e-3
    zeros = np.polynomial.hermite.hermgauss(2 * n)[0][n:]
    run = solve_ivp(eigenvalue_flow, (start, flow_lengths[-1]),
                    np.sqrt(start / n) * zeros, t_eval=flow_lengths,
                    rtol=1e-6, atol=1e-8)
    assert run.success
    T = 1 / np.cosh(run.y)**2
    return T.sum(axis=0), 2 * andreev_weight(T).sum(axis=0), run.y[:, -1]


small, large = flow_conductance(40), flow_conductance(80)
print("Eigenvalue flow: g per added mode (2e^2/h), [closed formula]")
for k, s in enumerate(flow_lengths):
    found = [(large[j][k] - small[j][k]) / 40 for j in (0, 1)]
    exact = wire_per_mode(s)
    print(f"L/l {s:4.1f}: N {found[0]:.5f} [{exact[0]:.5f}],"
          f" NS {found[1]:.5f} [{exact[1]:.5f}]")
    assert np.allclose(found, exact, rtol=0.01)
x_end = np.sort(large[2])
last = np.searchsorted(x_end, 3.0)
density = (last - 2) / (80 * (x_end[last] - x_end[2]))
print(f"density of x per mode at L/l = 10: {density:.5f},"
      f" expected 1/(s+1) = {1 / 11:.5f}")
assert abs(density * 11 - 1) < 0.04


# Compose wires from weak, random, time-reversal-symmetric slices.
SLICE = 0.05                                  # (1-T)/T of one slice
record_steps = (10, 40, 100)


def random_wires(n, samples):
    z = rng.normal(size=(600, n, n)) + 1j * rng.normal(size=(600, n, n))
    u, upper = np.linalg.qr(z)
    phase = np.diagonal(upper, axis1=1, axis2=2)
    u = u * (phase / abs(phase))[:, None, :]
    pool = u @ np.swapaxes(u, 1, 2)           # random symmetric unitaries
    reflect = SLICE / (1 + SLICE)
    root = np.sqrt(reflect)
    r = np.zeros((samples, n, n), complex)
    result = []
    for step in range(1, record_steps[-1] + 1):
        Q = pool[rng.integers(len(pool), size=samples)]
        inner = np.linalg.solve(np.eye(n) - root * (r @ Q), r)
        r = (1 - reflect) * inner - root * Q.conj()
        if step in record_steps:
            T = 1 - np.linalg.svd(r, compute_uv=False)**2
            T = np.clip(T, 0, 1)
            g = np.array([T.sum(axis=1), 2 * andreev_weight(T).sum(axis=1)])
            result.append((g.mean(axis=1),
                           g.std(axis=1, ddof=1) / np.sqrt(samples)))
    return result


few, many = random_wires(16, 300), random_wires(40, 120)
print("Random wires: g per added mode (2e^2/h) +- standard error")
for step, (g1, err1), (g2, err2) in zip(record_steps, few, many):
    s = step * SLICE
    found = (g2 - g1) / 24
    error = np.hypot(err1, err2) / 24
    exact = np.array(wire_per_mode(s))
    print(f"L/l {s:.1f}: N {found[0]:.4f} +- {error[0]:.4f},"
          f" NS {found[1]:.4f} +- {error[1]:.4f}")
    print(f"   closed formulas: N {exact[0]:.4f}, NS {exact[1]:.4f},"
          f" ratio NS/N {exact[1] / exact[0]:.4f}")
    assert np.all(abs(found - exact) < 4 * error + 0.03 * exact)

# ---------------------------------------------------------------------------
# Worked example: long diffusive wire
# ---------------------------------------------------------------------------
modes, s = 500, 20.0
prefactor = modes / s
T_min = 1 / np.cosh(s)**2


def dorokhov_average(function):
    """Integrate function(T) rho(T), with the end-point root as a weight."""
    value = quad(lambda T: prefactor / 2 * function(T) / T, T_min, 1,
                 weight='alg', wvar=(0, -0.5))[0]
    return value


g_N = dorokhov_average(lambda T: T)
g_NS = dorokhov_average(lambda T: 2 * andreev_weight(T))
assert abs(g_N - prefactor) < 1e-6 * prefactor
assert abs(g_NS - g_N) < 1e-6 * g_N
full_N, full_NS = (modes * g for g in wire_per_mode(s))
excess = full_NS / full_N - 1
asymptote = np.pi**2 / (16 * s**3)
long_N, long_NS = wire_per_mode(200.0)
assert abs((long_NS / long_N - 1) * 16 * 200.0**3 / np.pi**2 - 1) < 0.03
open_channels = prefactor * np.arccosh(np.sqrt(2))
open_quad = quad(lambda T: prefactor / (2 * T), 0.5, 1,
                 weight='alg', wvar=(0, -0.5))[0]
assert abs(open_channels - open_quad) < 1e-7
g_equal = 2 * modes * andreev_weight(1 / s)
T_even = brentq(lambda T: 2 * andreev_weight(T) - T, 0.1, 0.99)
assert abs(T_even - (3 - np.sqrt(5))) < 1e-10

print(f"Example wire: N = {modes} modes, L/l = {s:.0f}")
print(f"conductance unit 2e^2/h = {G_UNIT * 1e6:.4f} microsiemens")
print(f"Dorokhov average g_N = {g_N:.6f}, g_NS = {g_NS:.6f} (2e^2/h)")
print(f"the same: G_N = {g_N * G_UNIT * 1e3:.5f} mS,"
      f" G_NS = {g_NS * G_UNIT * 1e3:.5f} mS")
print(f"finite-length formulas: g_N = {full_N:.5f},"
      f" g_NS = {full_NS:.5f} (2e^2/h)")
print(f"relative excess of g_NS: {excess:.3e}; pi^2/(16 s^3) = {asymptote:.3e}")
print(f"channels with T > 1/2: {open_channels:.3f}")
print(f"g_NS if every T were l/L = {1 / s:.3f}: {g_equal:.4f} (2e^2/h)")
print(f"single-channel break-even transmission: {T_even:.6f}")
for T in (0.1, 0.5, 0.9, 1.0):
    print(f"one channel, T = {T:.1f}: g_NS = {2 * andreev_weight(T):.5f}"
          " (2e^2/h)")
print("all tests passed")
```

Printed output:

```
Lattice strip, 4 modes; energies in units of the hopping
gap 0.1000: BdG g_NS = 0.512695 (2e^2/h), error of formula = 2.35e-02
gap 0.0100: BdG g_NS = 0.533124 (2e^2/h), error of formula = 3.06e-03
gap 0.0001: BdG g_NS = 0.536155 (2e^2/h), error of formula = 3.14e-05
normal-state T_n: 0.00457 0.07239 0.42437 0.61170
formula g_NS = 0.536187, g_N = 1.113028 (2e^2/h)
With magnetic phase 0.5 rad per lattice cell, g in 2e^2/h:
BdG 1.29491, reflection sum 1.29491, T-only formula 1.21934
Eigenvalue flow: g per added mode (2e^2/h), [closed formula]
L/l  0.5: N 0.66666 [0.66667], NS 0.79121 [0.79121]
L/l  2.0: N 0.33333 [0.33333], NS 0.34072 [0.34072]
L/l  5.0: N 0.16667 [0.16667], NS 0.16714 [0.16714]
L/l 10.0: N 0.09091 [0.09091], NS 0.09095 [0.09095]
density of x per mode at L/l = 10: 0.09077, expected 1/(s+1) = 0.09091
Random wires: g per added mode (2e^2/h) +- standard error
L/l 0.5: N 0.6631 +- 0.0022, NS 0.7696 +- 0.0050
   closed formulas: N 0.6667, NS 0.7912, ratio NS/N 1.1868
L/l 2.0: N 0.3222 +- 0.0019, NS 0.3271 +- 0.0036
   closed formulas: N 0.3333, NS 0.3407, ratio NS/N 1.0222
L/l 5.0: N 0.1581 +- 0.0017, NS 0.1557 +- 0.0035
   closed formulas: N 0.1667, NS 0.1671, ratio NS/N 1.0028
Example wire: N = 500 modes, L/l = 20
conductance unit 2e^2/h = 77.4809 microsiemens
Dorokhov average g_N = 25.000000, g_NS = 25.000000 (2e^2/h)
the same: G_N = 1.93702 mS, G_NS = 1.93702 mS
finite-length formulas: g_N = 23.80952, g_NS = 23.81111 (2e^2/h)
relative excess of g_NS: 6.652e-05; pi^2/(16 s^3) = 7.711e-05
channels with T > 1/2: 22.034
g_NS if every T were l/L = 0.050: 0.6575 (2e^2/h)
single-channel break-even transmission: 0.763932
one channel, T = 0.1: g_NS = 0.00554 (2e^2/h)
one channel, T = 0.5: g_NS = 0.22222 (2e^2/h)
one channel, T = 0.9: g_NS = 1.33884 (2e^2/h)
one channel, T = 1.0: g_NS = 2.00000 (2e^2/h)
all tests passed
```
